Why neutral LDA atoms have no Rydberg series

**Definitions and conventions**

The atom is neutral, non-relativistic and closed-shell, with Z electrons and equal spin densities. Its density n(r) is spherical, and ρ(r) = 4πr²n(r) is the number of electrons per unit radius. Formulas are in SI, with the abbreviation

C = e²/(4πε0) = 1.439965 eV nm.

The Bohr radius is a0 = ħ²/(mC) and the hartree is E_h = C/a0, so ħ²/m = E_h a0². Potentials are potential energies of an electron and vanish at infinity. An orbital with radial function R(r) is described by u = rR, which obeys

−(ħ²/2m)u″ + [v_s + ħ²l(l+1)/(2mr²)]u = Eu, u(0) = 0.

The Kohn-Sham potential is v_s = v_es + v_x + v_c: electrostatics (nucleus plus Hartree), exchange and correlation. A Rydberg series is an infinite sequence of bound levels converging to E = 0. Whether one exists depends on v_s at large r, so each part is examined there.

**Contribution 1: electrostatics**

Electrons inside r act as if at the centre; a shell at r′ > r contributes C/r′ per electron:

v_es(r) = −CZ/r + (C/r)∫₀^r ρ dr′ + C∫_r^∞ (ρ/r′) dr′.

Neutrality means Z = ∫₀^∞ ρ dr′. Inserting this cancels the charge inside r and leaves

v_es(r) = −C ∫_r^∞ (1/r − 1/r′) ρ(r′) dr′.

Electrons farther out than r are the sole source, so v_es is negative and dies with the density. For the exchange-only LDA density of neon computed below, it is −2.0×10⁻⁶ eV at 0.4 nm. A positive ion with N < Z electrons has the additional term −C(Z − N)/r. Its LDA potential therefore has a Coulomb tail, and the conclusion below is confined to neutral atoms.

**Contribution 2: LDA exchange**

LDA takes exchange from a uniform gas of the local density. With k_F³ = 3π²n and t = k_F s, filled plane waves of both spins give the density matrix

γ(s) = (1/π²)∫₀^{k_F} k² [sin(ks)/(ks)] dk = 3n j₁(t)/t, j₁(t) = (sin t − t cos t)/t².

Exchange acts between equal spins and removes γ²/2 from the pair density n². Dividing by n gives the hole around an electron,

n_x(s) = −γ²/(2n) = −(9/2)n[j₁(t)/t]².

The energy per electron is half the interaction with this hole:

ε_x = ½∫₀^∞ (C/s)n_x 4πs² ds = −(9πCn/k_F²)∫₀^∞ (j₁²/t) dt.

Let j₀ = sin t/t. Since j₀′ = −j₁ and j₁′ = j₀ − 2j₁/t, the derivative of j₀² + j₁² is −4j₁²/t. That sum falls from 1 at t = 0 to 0 at infinity, so the integral is 1/4. With n = k_F³/(3π²),

ε_x = −3Ck_F/(4π), nε_x = −(3C/4π)(3π²)^{1/3} n^{4/3}.

The potential is the derivative of the energy density with respect to n:

v_x = −(C/π)(3π²n)^{1/3} = −C(3n/π)^{1/3}.

The tail of n comes from the highest occupied level, since deeper orbitals decay faster. In neon this is 2p, with l = 1. Where v_s is negligible,

u″ = (κ² + 2/r²)u, κ = √(−2mε_2p)/ħ.

The decaying solution is u ∝ e^{−κr}(1 + 1/(κr)). Differentiating twice gives

u″ ∝ e^{−κr}[κ² + κ/r + 2/r² + 2/(κr³)] = (κ² + 2/r²)e^{−κr}[1 + 1/(κr)],

as required. Because n ∝ (u/r)²,

v_x ∝ −(u/r)^{2/3} = −e^{−2κr/3}{[1 + 1/(κr)]/r}^{2/3}.

The cube root makes the decay three times slower than that of the density, but it remains exponential.

Self-consistent exchange-only LDA gives ε_2p = −12.056 eV for neon, hence

κ = √(2 × 12.056/27.211)/(0.05292 nm) = 17.79 nm⁻¹,

and a decay length 3/(2κ) = 0.084 nm. Between 0.4 and 0.6 nm the computed ln[v_x(0.4)/v_x(0.6)] is 2.668; the tail formula gives 2.670.

**Contribution 3: LDA correlation**

In a very dilute uniform gas the kinetic scale ħ²n^{2/3}/m is small beside the Coulomb scale Cn^{1/3}. To leading order the energy per electron can depend only on C and n, so by dimensions it is a number times Cn^{1/3}. Hence v_c also follows n^{1/3} in the tail and decays exponentially. For the PW92 form, |v_c/v_x| is at most 0.82 over the densities 10⁻⁹ to 10 electrons per a0³; at still lower density it keeps rising, to 0.90 at 10⁻¹², and levels off near 0.95, a finite ratio as the n^{1/3} law requires. Correlation can change the depth of the well, but it supplies no Coulomb tail.

**What the exact potential has instead**

Let one electron of the true atom be far away while the others form the ion's ground state. The distant electron sees net charge +e. Projecting the many-electron Schrödinger equation on the ion state gives its amplitude g:

[−(ħ²/2m)∇² − C/r + terms falling faster than 1/r] g = −I g,

where I is the ionization energy. This amplitude sets the leading tail of the exact density. The highest Kohn-Sham orbital, with energy ε_H, must produce the same tail. In neon both are p waves, so their centrifugal terms agree. Equal leading radial functions require equal leading terms in their equations:

v_s − ε_H → −C/r + I.

With v_s zero at infinity, ε_H = −I and v_s → −C/r. Since v_es is exponentially small, this tail belongs to exchange and correlation.

The orbital exchange hole shows its origin. Put an electron far out on the z axis. Of the 2p orbitals only p_z is non-zero there, so the hole is one missing electron with the p_z shape, left behind on the atom. The leading correction to its potential is a quadrupole term, with angular average

⟨P₂(cos θ)⟩ = (3/4)∫₋₁¹ (3c⁴ − c²) dc = (3/4)(8/15) = 2/5.

Thus

v_hole → −(C/r)[1 + 0.4⟨r²⟩_2p/r²].

At 0.6 nm, with ⟨r²⟩_2p = 0.003714 nm², the bracket is 1.0041; the full neon hole gives 1.0042. (v_hole is the interaction with the hole, not the whole exact v_x.) The LDA hole is instead that of a gas of density n(r), centred on the distant electron. It does not stay behind on the atom.

The weights at 0.4 nm are:

v_es: −0.000002 eV
LDA v_x: −0.077 eV
v_hole: −3.64 eV
−C/r: −3.60 eV

**From the tail to a number of levels**

Let u(r,E) be the s solution with u(0) = 0 and u′(0) = 1, and let w = ∂u/∂E. Differentiating the radial equation with respect to E gives

w″ = (2m/ħ²)(v_s − E)w − (2m/ħ²)u.

Therefore (wu′ − uw′)′ = wu″ − uw″ = (2m/ħ²)u². Integrate from 0 to a node b, where u(b) = 0:

w(b)u′(b) = (2m/ħ²)∫₀^b u² dr.

The node stays a zero of u as E changes, so

db/dE = −w(b)/u′(b) = −(2m/ħ²)∫₀^b u² dr/[u′(b)]² < 0.

Nodes move inward as E rises. In a box with a wall at R, each enters through R at the energy of a box level. The number of s levels below zero is therefore the number of nodes of the zero-energy solution inside R. Letting R grow gives the count for the free atom.

**Weight of an exponential tail: a finite count**

The exchange-only LDA potential is negative. Define W = 2m|v_s|/ħ², so that u″ = −Wu at E = 0. Between neighbouring nodes a < b take u > 0. The curve is concave and lies below its tangent at a: u ≤ u′(a)(r − a). Integrating u″, and using u′(b) < 0,

u′(a) < u′(a) − u′(b) = ∫_a^b Wu dr ≤ u′(a)∫_a^b W(r − a) dr.

Dividing by u′(a) > 0 gives

∫_a^b (r − a)W dr > 1.

Every further node costs more than one unit of this strength. Since r − a ≤ r, summing over the intervals, the first starting at r = 0, yields

number of s levels < ∫₀^∞ rW dr.

Near the nucleus rW is finite, and far out it decays exponentially, so the bound is finite. For l > 0 the positive centrifugal term raises the levels, so no l has more levels than l = 0. Moreover r²W vanishes at the nucleus and far out, so it has a finite maximum. Once l(l+1) exceeds that maximum, v_s + ħ²l(l+1)/(2mr²) is positive everywhere and binds nothing. Only finitely many l have levels, and the total count is finite.

For neon the bound is 12.4 and the count is 2: the occupied 1s and 2s. The two intervals have strengths 3.40 and 3.11. Beyond the last node 1.43 remains, which is above one, so the inequality alone does not exclude a third node. The integrated solution does. Outside the well it is a straight line proportional to r − a_s, with scattering length a_s = −2.87 nm, and it has no zero at positive r there.

This |a_s| is far larger than the 0.084 nm decay length, a sign that a third level is close to binding. Adding PW92 correlation on the fixed density does bind it: the count becomes 3. LDA neon may thus have an empty bound s level, depending on the functional, but one extra level is not a series.

**Weight of a Coulomb tail: an infinite count**

For v_s = −C/r at E = 0, u″ = −2u/(a0 r). Set x = √(8r/a0) and u = xF(x). Since dx/dr = 4/(a0x),

u′ = (4/a0)(F/x + F′),
u″ = [16/(a0²x)](F″ + F′/x − F/x²),

where primes on F mean d/dx. The right side is −[16/(a0²x)]F, because r = a0x²/8. Hence

F″ + F′/x + (1 − 1/x²)F = 0,

Bessel's equation of order one. With F = G/√x it becomes G″ + [1 − 3/(4x²)]G = 0. Far out G is a sine wave with nodes spaced by π in x, and they never end. The count grows as

N(R) ≈ √(8R/a0)/π.

To weigh the tail alone, keep the LDA core of neon and substitute −C/r wherever it is deeper, which is beyond 0.0733 nm. This is Latter's correction, applied here without a new self-consistent cycle. A third potential damps the substituted tail exponentially over 1 nm. The s levels below zero are:

R = 1 nm: LDA 2, Coulomb 4, damped 4
R = 4 nm: LDA 2, Coulomb 8, damped 5
R = 16 nm: LDA 2, Coulomb 16, damped 6
R = 64 nm: LDA 2, Coulomb 32, damped 6

At 64 nm the estimate is √(8 × 64/0.05292)/π = 31.3. The damped tail starts equally deep and adds levels, yet its count stops. Enough extra depth of finite range adds a finite number of levels; the unending 1/r range gives the series.

**The form of the series**

Write E = −E_h/(2ν²). The semiclassical phase of a pure Coulomb potential, out to the turning point 2ν²a0, is

∫ √[2/(a0r) − 1/(ν²a0²)] dr = 4ν∫₀^{π/2} cos²θ dθ = πν,

using r = 2ν²a0 sin²θ. Near threshold |E| is negligible in the core, so the core changes this phase by a nearly constant amount, called πδ. Each further level has one more node, so successive levels differ by π in total phase. The constant offset of this rule is fixed by hydrogen, where δ = 0 and the s levels lie exactly at ν = n. A level thus needs πν + πδ = πn, where n = 1, 2, 3, … numbers the s levels, and therefore

E_n = −E_h/[2(n − δ)²].

For the ninth level the computed energy is −0.22469 eV, so n − δ = √(13.6057/0.22469) = 7.782 and δ = 1.218. From n = 3 to n = 9, δ drifts only from 1.235 to 1.218. These energies belong to the corrected model potential and are not predictions for real neon. The numerical check checks the tabulated box counts by diagonalization as well as by nodes; the count with correlation added comes from nodes alone.

Numbers as computed

```
Bohr radius a0 = 0.0529177 nm
hartree E_h = 27.21139 eV
e^2/(4 pi eps0) = 1.439965 eV nm
largest |v_c/v_x|, LDA, sampled densities = 0.819
Neon, exchange-only LDA, self-consistent:
total energy = -3469.20 eV = -127.4907 E_h
virial ratio -E/T = 1.00000000
level 1s = -822.729 eV
level 2s = -34.451 eV
level 2p = -12.056 eV
kappa = 17.789 1/nm
decay length of v_x, 3/(2 kappa) = 0.0843 nm
r(nm) n(1/nm^3) v_x v_es v_hole Coulomb (eV):
0.2 9.351e-01 -1.38661 -1.010e-02 -7.7526 -7.1998
0.4 1.612e-04 -0.07717 -1.983e-06 -3.6405 -3.5999
0.6 5.380e-08 -0.00535 -6.950e-10 -2.4101 -2.3999
ln[v_x(0.4 nm)/v_x(0.6 nm)], computed = 2.6683
same from the 2p tail formula = 2.6701
<r^2> of 2p = 0.003714 nm^2
-r v_hole/(e^2/4 pi eps0) at 0.6 nm = 1.00425
Coulomb tail joined at r = 0.0733 nm
damping length of damped tail = 1.0 nm
box(nm), s levels below zero: LDA, Coulomb tail, damped:
  1   2   4   4
  4   2   8   5
 16   2  16   6
 64   2  32   6
LDA count, all space = 2
LDA count with PW92 correlation added = 3
LDA zero-energy nodes (nm): 0.01145 0.06474
interval strengths: 3.397 3.109
strength left beyond last node = 1.427
upper bound on LDA count = 12.38
LDA s scattering length = -2.8673 nm
last node spacing in sqrt(8r/a0), over pi = 1.00004
Coulomb-tail s levels: n, energy (eV), quantum defect:
3 -4.36958 1.2354
4 -1.76639 1.2247
5 -0.95290 1.2213
6 -0.59545 1.2199
7 -0.40713 1.2191
8 -0.29587 1.2187
9 -0.22469 1.2184
threshold defect from levels = 1.2175
threshold defect from nodes = 1.2175
```
